\section*{Impurity Levels Pinned at a Zero of the Host Green Function, part 2}

An impurity in a crystal changes the energy of one orthonormal localized orbital $|0\rangle$ from $\varepsilon_0$ to $\varepsilon_0+U$, so that $H=H_0+U|0\rangle\langle0|$, where $H_0$ is the one-electron Hamiltonian of the perfect host. Negative $U$ is attractive. Energies are in eV. The problem is where the impurity puts a level $E$ in the gap between the valence edge $E_v$ and the conduction edge $E_c$, and how that level behaves as $|U|$ grows. With $G_0(E)=\langle0|(E-H_0)^{-1}|0\rangle$, the level condition is
\begin{equation}
1=U\,G_0(E).
\label{eq:level}
\end{equation}
If $G_0$ has a zero $E_\infty$ inside the gap, a level exists for
\begin{equation}
U>\frac{1}{G_0(E_v^+)}\quad\text{or}\quad
U<\frac{1}{G_0(E_c^-)} ,
\label{eq:threshold}
\end{equation}
and near the limit of large $|U|$
\begin{equation}
E\simeq E_\infty+\frac{1}{U\,G_0'(E_\infty)} .
\label{eq:asymptote}
\end{equation}
The probability of finding the level's electron on $|0\rangle$ is
\begin{equation}
|\psi_0|^2=\frac{1}{U^2[-G_0'(E)]} .
\label{eq:weight}
\end{equation}
If every matrix element joining $|0\rangle$ to its neighbours is multiplied by a real factor $s$, with the rest of the crystal fixed, the level obeys
\begin{equation}
E-\varepsilon_0-U=s^2\Sigma(E),
\label{eq:scaled}
\end{equation}
where $\Sigma(E)=\langle0|H_0Q(E-QH_0Q)^{-1}QH_0|0\rangle$ and $Q=1-|0\rangle\langle0|$. For large $|U|$ there is also a root far outside the bands,
\begin{equation}
E_{\rm h}\simeq\varepsilon_0+U+\frac{M_2}{U},
\label{eq:hyper}
\end{equation}
with $M_2=\sum_{j\ne0}|\langle j|H_0|0\rangle|^2$. For attractive $U$ this is the hyperdeep state, which carries most of the impurity weight.

The numerical output at the end also lists a counterexample: a simple cubic crystal with a narrow orbital at 8 eV, mixed by a matrix element of 1 eV within each cell with a band running from $-6$ to 6 eV. For an impurity on the narrow orbital, $G_0$ has no zero in the gap, so a diverging $U$ does not pin a level there.

\section{A solvable crystal and the size of the effect}

The results needed from the first half are these. A change $U$ in the energy of orbital $|0\rangle$ gives a gap level where $UG_0(E)=1$, with $G_0$ the diagonal element of the host resolvent $(E-H_0)^{-1}$. The function $G_0$ falls through the gap between $E_v$ and $E_c$. If it has a zero $E_\infty$ there, the level tends to it as $|U|\to\infty$, and $E_\infty$ is the level left when the orbital is deleted. The impurity weight is $|\psi_0|^2=dE/dU=1/(U^2[-G_0'])$.

Consider a crystal with one orbital on each of two sublattices, A with energy $+\Delta$ and B with energy $-\Delta$, where $\Delta>0$. The zero of energy is the mean of the two. Every site has four neighbours on the other sublattice, connected as in diamond. The A site of cell ${\bf R}$ is joined to the B site of the same cell by a strong matrix element $v$, and to the B sites of cells ${\bf R}+{\bf a}_j$, $j=1,2,3$, by weaker elements $w$. Both are positive, and $v>3w$. With Bloch sums $N^{-1/2}\sum_{\bf R}e^{i{\bf k}\cdot{\bf R}}|{\bf R}\rangle$ on each sublattice and $k_j={\bf k}\cdot{\bf a}_j$,
\begin{equation}
H_0({\bf k})=\begin{pmatrix}\Delta&f\\ f^*&-\Delta\end{pmatrix},\qquad
f=v+w\sum_{j=1}^3e^{ik_j}.
\end{equation}
Its eigenvalues are $\pm\sqrt{\Delta^2+|f|^2}$. The triangle inequality gives $|f|\ge v-3w$, and equality is reached when all three phase factors are $-1$. Hence
\begin{equation}
E_c=-E_v=\sqrt{\Delta^2+(v-3w)^2}.
\end{equation}

The inverse of $E-H_0({\bf k})$ is
\begin{equation}
\frac{1}{E^2-\Delta^2-|f|^2}
\begin{pmatrix}E+\Delta&f\\ f^*&E-\Delta\end{pmatrix}.
\label{eq:inverse}
\end{equation}
For an impurity on an A site, $G_0$ is the zone average of the upper left element:
\begin{equation}
G_0(E)=-(E+\Delta)F(E),\quad
F(E)=\left\langle\frac{1}{\Delta^2-E^2+|f|^2}\right\rangle .
\label{eq:model}
\end{equation}
In the gap the denominator is at least $E_c^2-E^2>0$, so $F$ is positive and the only zero of $G_0$ is
\begin{equation}
E_\infty=-\Delta .
\end{equation}
It lies inside the gap because $E_c>\Delta$. The level is pinned at the orbital energy of the B neighbours. In this model the limit does not move when $v$ or $w$ is changed at fixed $\Delta$, although the band edges do. For an impurity on a B site, the lower right element of (\ref{eq:inverse}) applies and the limit is $+\Delta$. If instead $0<v\le3w$, the phases can be chosen so that $f=0$; the gap edges become $\pm\Delta$, and the limiting energy of an A impurity coincides with the valence edge. The mean $\langle1/|f|^2\rangle$ then diverges, so the limiting state is not normalizable; this case includes equal bonds, $v=w$.

The vacancy state can be found explicitly. At $E=-\Delta$ the A component of the first column of (\ref{eq:inverse}) vanishes and the B component is $f^*/(-|f|^2)=-1/f$. Since $3w/v<1$, it may be expanded:
\begin{equation}
-\frac1f=-\frac1v\sum_{n=0}^{\infty}\left(-\frac wv\right)^n
\left(\sum_je^{ik_j}\right)^n .
\end{equation}
The constant term is the amplitude $-1/v$ on the B partner that had the strong bond to the missing atom. The squared norm is $\langle1/|f|^2\rangle=F(-\Delta)$, so the normalized weight on that partner is
\begin{equation}
P=\frac{1}{v^2\langle1/|f|^2\rangle}.
\label{eq:partner}
\end{equation}
A term $e^{ik_j}$ places amplitude in cell $-{\bf a}_j$, whereas the weakly bonded neighbours of the missing atom are in cells $+{\bf a}_j$. The state therefore has no amplitude on those three neighbours and spreads to the other side of the partner. This one-sidedness comes from the unequal bonds of the model.

For the example take $\Delta=0.4$~eV, $v=3.0$~eV and $w=0.8$~eV. Then $v-3w=0.6$~eV and
\begin{equation}
E_c=\sqrt{0.4^2+0.6^2}\ \text{eV}=0.721\ \text{eV},
\end{equation}
which gives a gap of 1.442~eV. The pinned level is at $-0.400$~eV, which is 0.321~eV above the valence edge and 1.121~eV below the conduction edge.

The thresholds need $F$ at the edges. Let $q_j=k_j-\pi$ be small. Then $e^{ik_j}\simeq-1-iq_j+q_j^2/2$, and to second order
\begin{equation}
|f|^2\simeq(v-3w)^2+(v-3w)w\sum_jq_j^2+w^2\Big(\sum_jq_j\Big)^2 .
\end{equation}
At $E=\pm E_c$ the denominator of $F$ is $|f|^2-(v-3w)^2$, which vanishes quadratically. The integrand diverges as $q^{-2}$ while the volume element supplies $q^2dq$, so the mean is finite. Its value is 0.2007~eV$^{-2}$. A separate three-dimensional sum, extrapolated from meshes of $40^3$ and $80^3$ points, gives the same digits. Consequently
\begin{align}
G_0(E_c)&=-(0.721+0.400)(0.2007)=-0.225\ \text{eV}^{-1},\\
G_0(E_v)&=(0.721-0.400)(0.2007)=0.0644\ \text{eV}^{-1}.
\end{align}
Their reciprocals are the thresholds, $U=-4.44$~eV for attraction and $U=15.5$~eV for repulsion. They differ because the A orbital has more weight at the conduction edge. From (\ref{eq:inverse}), its probability in a band state of energy $E$ is the residue $(E+\Delta)/(2E)$, which is 0.78 at $E_c$ and 0.22 at $E_v$.

In a finite periodic crystal the zone mean becomes a sum over allowed wavevectors. If the number of cells along each axis is even, the band-edge wavevector is among them, and even a weak attraction lowers a level slightly below $E_c$. The dependence on size tells whether it is bound. For $U=-4$~eV, on the weak side of the threshold, the separation from $E_c$ falls from 0.0041 to 0.0007~eV when the crystal grows from $16^3$ to $32^3$ cells. For $U=-8$~eV it stays at 0.298~eV.

Above the threshold, the infinite crystal gives the following levels.
\begin{equation}
\begin{array}{rrrr}
U\ (\text{eV})&E\ (\text{eV})&E_c-E\ (\text{eV})&|\psi_0|^2\\ \hline
-6&0.605&0.116&0.098\\
-8&0.423&0.298&0.081\\
-10&0.282&0.439&0.060\\
-12&0.177&0.544&0.045\\
-15&0.066&0.655&0.030\\
-20&-0.051&0.772&0.018\\
-40&-0.228&0.949&0.004\\
-100&-0.333&1.054&0.001
\end{array}
\end{equation}
Two features called pinning must be kept apart. Between $U=-10$ and $-12$~eV the level moves by 0.105~eV, or about 0.05~eV per eV of impurity potential. The response is weak, as the weights of 0.060 and 0.045 require. Yet at $U=-10$~eV the level is still 0.68~eV above its limit. A weak dependence on the impurity does not mean that the limit has been reached.

The slow approach can be traced to one number. At $E=-\Delta$ the derivative of (\ref{eq:model}) is $-F(-\Delta)$, since the other term contains the vanishing factor $E+\Delta$. With $F(-\Delta)=\langle1/|f|^2\rangle=0.1509$~eV$^{-2}$, the asymptotic law is
\begin{equation}
E-E_\infty\simeq-\frac{1}{0.1509\,U}=-\frac{6.63\ \text{eV}^2}{U}.
\end{equation}
To come within 0.1~eV of the limit thus takes $|U|$ near 66~eV by this law; the full equation gives $U=-68$~eV for attraction and $+64$~eV for repulsion. At $U=-10$~eV the law gives $-0.400+0.663=0.263$~eV, against 0.282~eV from the full equation. The sign of the difference follows from the exact relation $E+\Delta=1/(|U|F(E))$. For $|E|<\Delta$ the denominator in $F$ exceeds $|f|^2$, so $F(E)<F(-\Delta)$ and the true level lies above the asymptote. At $U=-8$~eV, where $E>\Delta$, the order is reversed: the law gives 0.429~eV and the full equation 0.423~eV.

The weight also vanishes at the other end, at the threshold. Differentiating (\ref{eq:model}) gives
\begin{equation}
-G_0'=F+2E(E+\Delta)\left\langle\frac{1}{(\Delta^2-E^2+|f|^2)^2}\right\rangle .
\end{equation}
As $E\to E_c$ the last integrand approaches $q^{-4}$, and $\int q^2dq/q^4$ diverges at small $q$. With $U$ finite, (\ref{eq:weight}) then makes $|\psi_0|^2$ tend to zero. A level can therefore respond weakly to $U$ either because it avoids the impurity or because it is barely bound and spreads over many cells.

Direct diagonalization supports these results without using the secular equation. For $U=-10$~eV, periodic crystals of $8^3$ and $10^3$ cells give 0.2812 and 0.2818~eV, and the infinite crystal gives 0.2819~eV. The impurity weight in the smaller one is 0.0602, against 0.0604 from (\ref{eq:weight}). When the A site is deleted from the $8^3$ crystal, a level appears at $-0.400000$~eV, with weight 0.735 on the strong partner; equation (\ref{eq:partner}) gives $1/(9.0\times0.1509)=0.736$. With the site present and $U=-1000$ or $+1000$~eV, the levels are $-0.3934$ and $-0.4066$~eV, on opposite sides of the limit as derived.

The rest of the impurity weight at $U=-10$~eV is mainly in the hyperdeep state. Here $M_2=v^2+3w^2=10.92$~eV$^2$, and (\ref{eq:hyper}) predicts $0.40-10-1.09=-10.69$~eV. Diagonalization gives $-10.70$~eV, with weight 0.897. Since the squared amplitudes on one orbital sum to one over all eigenstates, about 0.04 remains in the bands.

The model has so far changed one matrix element. A charged impurity also acts on its neighbours. With a relative permittivity of 12 and a distance of 0.25~nm, the screened Coulomb energy is
\begin{equation}
\frac{e^2}{4\pi\epsilon_0\epsilon_rd}=\frac{1.44\ \text{eV nm}}{12\times0.25\ \text{nm}}=0.48\ \text{eV}.
\end{equation}
At fixed $U=-10$~eV, lowering the four neighbouring orbitals by this amount moves the level by $-0.32$~eV. First-order perturbation theory gives nearly the same, because the four orbitals hold 0.65 of the state (0.646 in the $8^3$ crystal, 0.649 in a $12^3$ one), almost all of it on the strong partner, and $-0.48\times0.65=-0.31$~eV. In the table, an equal displacement would require $U$ between $-15$ and $-20$~eV. Pinning protects the level from the potential on the central site, and it does so by placing the electron on the surrounding host, here mainly on the strong partner, where it is exposed to the potential on that site. The repulsion between two electrons in the level, which separates its charge states, is not included. Macroscopic screening is itself only a rough guide at such a short distance, and the potential beyond the first neighbours has been left out. An attractive Coulomb tail would lower the level further and can bind shallow states even when $|U|$ is below the threshold, so the thresholds found above belong to the short-range perturbation.

Relaxation of the lattice is the next correction. Let the impurity's four bonds shorten by 5\,\%, and let the matrix elements vary as the inverse square of the length, an assumed law. Then $s=0.95^{-2}=1.108$ in (\ref{eq:scaled}), and at $U=-10$~eV the level rises by 0.129~eV. At $U=-1000$~eV it rises by only 0.0015~eV. This agrees with the asymptotic form of (\ref{eq:scaled}), in which the distance from the limit is multiplied by $s^2$: $0.0066\times(1.228-1)=0.0015$~eV. Changes in the neighbours' other bonds are not included. In this model they cannot move the limit either. With one A orbital deleted, a state on the B orbitals alone has energy $-\Delta$ if its amplitudes satisfy one linear equation for each remaining A site; there is one equation fewer than there are amplitudes, so in a finite crystal a solution exists whatever the bonds. It is a bound gap state of the infinite crystal when the changes are local and the host has $v>3w$. At finite $U$ these bonds do move the level: multiplying them by 1.108 lowers it by about 0.03~eV at $U=-10$~eV. In a crystal with bonds within a sublattice, or with unequal B energies, the limit can move.

The chosen gap and the inputs for the Coulomb estimate are in the rough regime of gallium arsenide, whose gap is about 1.4~eV at room temperature, but the model is not a calculation of that material. Real gallium arsenide has four equivalent bonds per atom and both $s$ and $p$ valence orbitals. If spin-orbit coupling is neglected, then at a site of full tetrahedral symmetry the $s$ orbital and the three $p$ orbitals belong to different representations, so the on-site Green function does not mix them. A symmetric on-site perturbation then gives one equation of the form (\ref{eq:level}) for the $s$ orbital and one for the $p$ orbitals, each with its own zero, if it has one. A potential of $-10$~eV is a strong chemical change, and the entries at $-40$ and $-100$~eV serve to display the limit. The assumption of an undisturbed neighbourhood is a serious one: the estimates above move the level by $-0.32$ and $+0.13$~eV, against about 0.06~eV for a change of one eV in $U$.

Such shifts matter for a trap. At 300~K, $k_BT=0.0259$~eV, and the level at $U=-10$~eV is 17~$k_BT$ below the conduction edge. If electrons escape thermally over that energy with a fixed prefactor, a further depth of 0.32~eV, or 12.4~$k_BT$, lowers the escape rate by a factor of about $e^{12.4}\simeq2.4\times10^5$. The shifted level, at $-0.04$~eV, is then nearer the valence edge (0.68~eV) than the conduction edge (0.76~eV), so exchange with the valence band can no longer be ignored. Small differences between impurities of the same kind can be estimated from $|\psi_0|^2\,\delta U$, provided that $\delta U$ is small and that their charge state, relaxation and potentials on the surrounding atoms are the same. An absolute trap depth also requires those potentials, including their long-range part, the atomic positions and the repulsion between electrons in the level. The values used here are collected in the numerical output below.

\section*{Numbers as computed}
\begin{verbatim}
Inputs: Delta = 0.4 eV, v = 3.0 eV, w = 0.8 eV
Band edges Ev, Ec = -0.7211, 0.7211 eV; gap = 1.4422 eV
Outer band limits = -/+ 5.4148 eV
G0 at Ev, Ec = 0.06444, -0.22499 1/eV
Threshold U, attractive = -4.445 eV
Threshold U, repulsive = 15.518 eV
Threshold shift, finer integration = -2.5e-07 eV
Edge mean, integral and 3D sum = 0.20068, 0.20068 1/eV^2
U=-4 eV binding, cells 16^3, 32^3 = 0.004078, 0.000670 eV
U=-8 eV binding, cells 16^3, 32^3 = 0.298401, 0.298399 eV
Infinite crystal: U (eV), E (eV), Ec-E (eV), impurity weight
     -6.0    0.6054    0.1157   0.09776
     -8.0    0.4227    0.2984   0.08123
    -10.0    0.2819    0.4392   0.06043
    -12.0    0.1772    0.5439   0.04518
    -15.0    0.0656    0.6555   0.03047
    -20.0   -0.0506    0.7717   0.01766
    -40.0   -0.2280    0.9491   0.00441
   -100.0   -0.3325    1.0536   0.00069
Limit E_inf = -0.4000 eV; Ec-E_inf = 1.1211 eV
E_inf above valence edge = 0.3211 eV
Vacancy supercell level = -0.400000 eV
Mean 1/|f|^2 = -G0'(E_inf) = 0.15087 1/eV^2
Vacancy weight on strong partner: formula 0.7365
  same from supercell 0.7352
U=-1000 eV: supercell -0.39337, asymptote -0.39337 eV
U=1000 eV: supercell -0.40660, asymptote -0.40663 eV
U=-10 eV level: cell 8^3 0.28118, cell 10^3 0.28179 eV
  infinite crystal 0.28187 eV; 8^3 to 10^3 shift 6.1e-04 eV
U=-10 eV weight: formula 0.06043, supercell 0.06021
U=-10 eV dE/dU from level differences = 0.06043
U=-10 eV hyperdeep level = -10.6968 eV, weight 0.8974
Neglected effects, inputs: eps_r = 12.0, d = 0.25 nm, T = 300.0 K
Screened Coulomb energy at d = 0.4800 eV
U=-10 eV weight on four neighbours = 0.6463
U=-10 eV shift by neighbour potential = -0.3216 eV
Hopping factor for 5 % shorter bonds = 1.1080
Bond-shortening shift, U=-10 eV = 0.1293 eV
Bond-shortening shift, U=-1000 eV = 0.00151 eV
Thermal energy kT = 0.02585 eV; (Ec-E)/kT at U=-10 eV = 16.99
Counterexample: orbital 8.0 eV, mixing 1.0 eV, band -6 to 6 eV
  gap from 5.5858 to 8.0711 eV
  G0 0.05 eV inside lower, upper edge = -0.3813, -9.8746 1/eV
  gap levels for U=-1, -10 eV = 1, 0
\end{verbatim}
